# Full counting statistics of a diffusive wire

Before calculating the current fluctuations of a disordered wire, one must decide whether to compute the transmission eigenvalues from the disorder, sample by sample, or to insert the conductance alone. For a long, coherent, metallic wire the conductance is enough. If $n$ electrons pass in a time $t$ at voltage $V$, then

$$
\ln\langle e^{i\chi n}\rangle=\bar n\,\operatorname{arcsinh}^2\sqrt{e^{i\chi}-1},\qquad \bar n=\frac{GVt}{e}, \tag{1}
$$

for $|\chi|<\pi$, on the branch that vanishes at $\chi=0$. The right side, $\bar n$ times the squared function, is the logarithm of the characteristic function. Its coefficients are the cumulants $C_k$, defined by $\ln\langle e^{i\chi n}\rangle=\sum_k C_k(i\chi)^k/k!$, and (1) gives $C_2/C_1=1/3$ and $C_3/C_1=1/15$.

## What is counted

The electrons do not interact and scatter elastically. The left reservoir has the higher electrochemical potential by $eV$, with $e>0$, and $n$ counts electrons passing to the right. The temperature satisfies $k_BT\ll eV$, and $t$ is long compared with $h/(eV)$ and with the diffusion time through the wire. There are $N$ channels per spin.

In a channel of velocity $v$, a train of length $vt$ has wave numbers spaced by $2\pi/(vt)$, hence energies spaced by $\hbar v\cdot2\pi/(vt)=h/t$. The window $eV$ therefore holds

$$
M=\frac{eVt}{h} \tag{2}
$$

incoming states per channel and spin. End effects of the time interval are neglected. The sharp Fermi edges add terms of relative order $(\ln M)/M$ to the cumulants, so $M$ must be large compared with $\ln M$ divided by the ratio $C_k/C_1$ of interest. Below the window both reservoirs are full. All outgoing states are then full too, and no net charge passes.

At one energy and spin, the $N$ electrons from the left form a Slater determinant of scattered states $\phi_j$. Let $\Pi$ project on the outgoing states at the right. Counting multiplies the amplitude of each electron by $e^{i\chi}$ if it is at the right and by 1 otherwise, so it acts on each electron as $1+z\Pi$ with

$$
z=e^{i\chi}-1. \tag{3}
$$

In the expectation value of a product of identical one-electron operators, the two sums over permutations depend only on the relative permutation. One sum cancels the normalization $1/N!$, and the other forms a determinant:

$$
\langle e^{i\chi n}\rangle_E=\det\langle\phi_i|1+z\Pi|\phi_j\rangle=\det(1+z\,t^\dagger t). \tag{4}
$$

Here the matrix $t$ holds the transmission amplitudes from left to right; the counting time is the scalar $t$ in (1) and (2). If $T_m$ are the eigenvalues of $t^\dagger t$, the $M$ energies and two spins give the Levitov formula

$$
\ln\langle e^{i\chi n}\rangle=2M\sum_{m=1}^{N}\ln(1+zT_m). \tag{5}
$$

If the eigenvalues vary with energy, the sum over energies replaces the factor $M$; the disorder average below is taken to be the same throughout the window.

We average the logarithm (5) over disorder. This gives the mean cumulants of individual wires. Pooling counts from different wires would add the spread of their conductances to the variance, which is a different quantity.

## Growing the wire slice by slice

The density of transmission eigenvalues can be derived through the generating function itself. Let

$$
S(z,s)=\frac1N\langle\operatorname{Tr}\ln(1+z\,t^\dagger t)\rangle,\qquad s=\frac L\ell, \tag{6}
$$

where $L$ is the length and $\ell$ the mean free path for backscattering. Attach a slice of length $\delta L=\ell\,\delta s$ at the right end. For waves arriving from the left, the slice has reflection matrix $r_s$ and transmission matrix $t_s$. The old wire reflects waves arriving from the right with $r'$ and transmits them with $t'$.

The right-moving amplitude $b$ at the junction contains the wave transmitted by the wire and the wave reflected first by the slice and then by the wire: $b=t\,b_{\rm in}+r'r_sb$. With $A=r'r_s$, the new transmission matrix is $t_s(1-A)^{-1}t$. Unitarity of the slice gives $t_s^\dagger t_s=1-r_s^\dagger r_s$, so $t^\dagger t$ becomes $t^\dagger Wt$ with

$$
W=(1-A^\dagger)^{-1}(1-r_s^\dagger r_s)(1-A)^{-1}.
$$

To second order in $r_s$,

$$
W-1=A+A^\dagger+A^2+A^{\dagger2}+A^\dagger A-r_s^\dagger r_s. \tag{7}
$$

The last two terms combine, because $r'^\dagger r'+t'^\dagger t'=1$:

$$
A^\dagger A-r_s^\dagger r_s=-r_s^\dagger(1-r'^\dagger r')r_s=-r_s^\dagger\,t'^\dagger t'\,r_s. \tag{8}
$$

The slice is assumed to scatter isotropically among channels with random phases:

$$
\langle r_{s,ij}\rangle=\langle r_{s,ij}r_{s,kl}\rangle=0,\qquad
\langle r_{s,ij}r_{s,kl}^*\rangle=\frac{\delta s}{N}\delta_{ik}\delta_{jl}. \tag{9}
$$

Each channel is then reflected with total probability $\delta s$. For a matrix $X$ independent of the slice, (9) gives

$$
\langle r_sXr_s^\dagger\rangle=\langle r_s^\dagger Xr_s\rangle=\frac{\delta s}{N}\operatorname{Tr}X. \tag{10}
$$

With time-reversal symmetry $r_s$ is symmetric, and (10) acquires a term $(\delta s/N)X^{T}$, where the superscript denotes the transpose. In the traces below this produces one trace where (10) produces a product of two, and each trace is of order $N/(1+s)$. The extra term is therefore smaller by a factor of order $(1+s)/N$ and is dropped for $s\ll N$.

Let $Q=tt^\dagger$ and $P=zQ/(1+zQ)$. Expanding the logarithm to second order gives

$$
\delta\operatorname{Tr}\ln(1+zt^\dagger t)=\operatorname{Tr}P(W-1)-\tfrac12\operatorname{Tr}P(W-1)P(W-1), \tag{11}
$$

because $z\,t(1+zt^\dagger t)^{-1}t^\dagger=P$. In the first term, $A$, $A^2$ and their adjoints average to zero. The matrices $t'^\dagger t'=1-r'^\dagger r'$ and $Q=1-r'r'^\dagger$ have the same eigenvalues, so (8) and (10) give

$$
\langle\operatorname{Tr}P(W-1)\rangle=-\frac{\delta s}{N}\operatorname{Tr}P\,\operatorname{Tr}Q. \tag{12}
$$

In the second term only the two cross products of $A$ and $A^\dagger$ survive. They are equal by cyclicity and cancel the factor $\tfrac12$:

$$
-\langle\operatorname{Tr}PAPA^\dagger\rangle=-\operatorname{Tr}Pr'\langle r_sPr_s^\dagger\rangle r'^\dagger=-\frac{\delta s}{N}\operatorname{Tr}P\,\operatorname{Tr}P(1-Q). \tag{13}
$$

Now $PQ=zQ^2/(1+zQ)=Q-Q/(1+zQ)=Q-P/z$, hence $\operatorname{Tr}P(1-Q)=(1+1/z)\operatorname{Tr}P-\operatorname{Tr}Q$. In the sum of (12) and (13) the terms with $\operatorname{Tr}Q$ cancel, leaving $-(\delta s/N)(1+1/z)(\operatorname{Tr}P)^2$.

For $s\ll N$ the fluctuations of $\operatorname{Tr}P$ are taken to be small relative to its mean, so that $\langle(\operatorname{Tr}P)^2\rangle$ becomes $\langle\operatorname{Tr}P\rangle^2$. This is the mean-field step of the derivation. Since $\langle\operatorname{Tr}P\rangle/N=z\,\partial_zS$,

$$
\frac{\partial S}{\partial s}=-z(1+z)\left(\frac{\partial S}{\partial z}\right)^2. \tag{14}
$$

## Solving the evolution

Set $z=\sinh^2\theta$. Then $dz/d\theta=2\sinh\theta\cosh\theta$ and $z(1+z)=\tfrac14(dz/d\theta)^2$, so (14) becomes

$$
\frac{\partial S}{\partial s}=-\frac14\left(\frac{\partial S}{\partial\theta}\right)^2. \tag{15}
$$

Differentiate with respect to $\theta$ and write $w=\tfrac12\partial_\theta S$. The result is $\partial_sw+w\,\partial_\theta w=0$, so $w$ is constant along lines of slope $d\theta/ds=w$. At $s=0$ all $T_m=1$, hence $S=\ln(1+z)=2\ln\cosh\theta$ and $w=\tanh\theta$. A line that carries the value $w$ starts at $\theta=\operatorname{artanh}w$, which gives

$$
\theta=sw+\operatorname{artanh}w. \tag{16}
$$

Integrating $dS=2w\,d\theta$ at fixed $s$, with $S=0$ at $\theta=0$,

$$
S=2\int_0^w w'\left(s+\frac1{1-w'^2}\right)dw'=sw^2-\ln(1-w^2). \tag{17}
$$

Let $a=1+s$. For small $\theta$, (16) gives $w=\theta/a$ and (17) gives $S=\theta^2/a$. Since also $S\simeq z\langle T\rangle$ and $z\simeq\theta^2$, the mean transmission is $\langle T\rangle=1/a$. Therefore

$$
G=\frac{2e^2}{h}\frac Na,\qquad \bar n=\frac{GVt}{e}=\frac{2MN}{a}. \tag{18}
$$

For a long wire $w$ is small at every fixed $\theta$, and the same expansion gives

$$
S\simeq\frac{\theta^2}{a}=\frac1a\operatorname{arcsinh}^2\sqrt z,\qquad s\gg1. \tag{19}
$$

Multiplication by $2MN$ gives (1). The density makes visible which channels are responsible.

## The Dorokhov density and its average

Let $\rho(T)\,dT$ be the mean number of eigenvalues in $dT$, per spin. Differentiating (6),

$$
N\frac{\partial S}{\partial z}=\int_0^1\frac{\rho(T')\,dT'}{z+1/T'}. \tag{20}
$$

At $z=-1/T+i0$ the imaginary part of the right side is $-\pi T^2\rho(T)$, because $|d(1/T)/dT|=1/T^2$. On the left, (19) gives $\partial_zS=\theta/(a\sinh\theta\cosh\theta)$. Write $T=1/\cosh^2x$ with $x>0$. The required point is $\theta=x+i\pi/2$, where $\sinh\theta=i\cosh x$ and $\cosh\theta=i\sinh x$, so

$$
\operatorname{Im}N\frac{\partial S}{\partial z}=-\frac{N\pi}{2a\sinh x\cosh x}
=-\frac{N\pi}{2a}\frac{T}{\sqrt{1-T}},
$$

since $\tanh x=\sqrt{1-T}$. Equating the imaginary parts,

$$
\rho(T)=\frac Na\,\frac{1}{2T\sqrt{1-T}}. \tag{21}
$$

Because $|dT/dx|=2T\sqrt{1-T}$, the variable $x$ has uniform density $N/a$. The number of channels diverges logarithmically at small $T$. A total of $N$ requires a cutoff near $x=a$, where $T\simeq4e^{-2a}$. Such channels carry almost no current, so extending the integral to $x=\infty$ changes the cumulants negligibly for a long wire.

The average of the Levitov formula over (21) is $2MN/a=\bar n$ times

$$
I(\theta)=\int_0^\infty\ln\left(1+\frac{\sinh^2\theta}{\cosh^2x}\right)dx. \tag{22}
$$

For real $\theta$, differentiate under the integral and use $\cosh^2x+\sinh^2\theta=\tfrac12(\cosh2x+\cosh2\theta)$:

$$
\frac{dI}{d\theta}=\int_0^\infty\frac{2\sinh2\theta}{\cosh2x+\cosh2\theta}\,dx
=\int_0^\infty[\tanh(x+\theta)-\tanh(x-\theta)]\,dx. \tag{23}
$$

The second form follows from $\tanh p-\tanh q=\sinh(p-q)/(\cosh p\cosh q)$ and $2\cosh p\cosh q=\cosh(p+q)+\cosh(p-q)$. The antiderivative is $\ln[\cosh(x+\theta)/\cosh(x-\theta)]$, which vanishes at $x=0$ and tends to $2\theta$ at infinity. With $I(0)=0$,

$$
\frac{dI}{d\theta}=2\theta,\qquad I=\theta^2=\operatorname{arcsinh}^2\sqrt z. \tag{24}
$$

Both sides are analytic in $z$ away from the real half-line $z\le-1$. The square root causes no extra cut, since $\operatorname{arcsinh}^2$ is even. The path (3) first meets the half-line at $\chi=\pm\pi$, where $z=-2$ and a channel with $T=1/2$ makes the logarithm singular. This fixes the range $|\chi|<\pi$ in (1). At $\chi=1$, quadrature over (21) and the closed form both give $-0.16707+0.98881i$.

## Cumulants and the channels behind them

Let $f=\theta^2$. From $\sinh^2\theta=\tfrac12(\cosh2\theta-1)$,

$$
z=f+\frac{f^2}{3}+\frac{2f^3}{45}+\cdots. \tag{25}
$$

Insert $f=z+\alpha z^2+\beta z^3$. The order $z^2$ requires $\alpha=-1/3$; the order $z^3$ requires $\beta+2\alpha/3+2/45=0$, hence $\beta=8/45$. With $y=i\chi$, we have $z=y+y^2/2+y^3/6+\cdots$, $z^2=y^2+y^3+\cdots$ and $z^3=y^3+\cdots$. Therefore

$$
f=y+\left(\frac12-\frac13\right)y^2+\left(\frac16-\frac13+\frac8{45}\right)y^3+\cdots
=y+\frac{y^2}{6}+\frac{y^3}{90}+\cdots. \tag{26}
$$

Multiplying by $2!$ and $3!$ gives $C_2/C_1=1/3$ and $C_3/C_1=1/15$.

The same numbers follow channel by channel. The first derivative of $\ln[1+T(e^y-1)]$ is $p=Te^y/[1+T(e^y-1)]$, which obeys $dp/dy=p(1-p)$. Further differentiation, followed by $y=0$, gives the cumulants of one attempt:

$$
\kappa_2=T(1-T),\quad \kappa_3=T(1-T)(1-2T),\quad \kappa_4=T(1-T)(1-6T+6T^2). \tag{27}
$$

With $T=1-v^2$, the moments of (21) are

$$
\frac{\langle T^k\rangle}{\langle T\rangle}=\int_0^1(1-v^2)^{k-1}dv=1,\ \frac23,\ \frac8{15},\ \frac{16}{35}\quad(k=1,\dots,4). \tag{28}
$$

Consequently

$$
\begin{aligned}
C_2/C_1&=1-\tfrac23=\tfrac13,\\
C_3/C_1&=1-3\cdot\tfrac23+2\cdot\tfrac8{15}=\tfrac1{15},\\
C_4/C_1&=1-7\cdot\tfrac23+12\cdot\tfrac8{15}-6\cdot\tfrac{16}{35}=-\tfrac1{105}.
\end{aligned} \tag{29}
$$

The variance means a low-frequency current noise $2e^2C_2/t=2eI_{\rm c}/3$, with $I_{\rm c}$ the mean current and the noise power defined for positive frequencies.

The third cumulant is small partly because channels on the two sides of $T=1/2$ oppose each other. In the variable $v$,

$$
\frac{C_3}{C_1}=\int_0^1v^2(2v^2-1)\,dv=\left[\frac{2v^5}{5}-\frac{v^3}{3}\right]_0^1. \tag{30}
$$

The part $v<1/\sqrt2$, which has $T>1/2$, gives $-0.0471$; the part with $T<1/2$ gives $0.1138$. In a tunnel junction all $T_m\ll1$, so (5) reduces to $\bar nz$, the Poisson law, and every ratio $C_k/C_1$ is 1. A wire of the same conductance has a narrower and more nearly symmetric distribution because much of its current flows through channels whose $T$ is not small: by (28), the part with $T>1/2$ carries a fraction $1/\sqrt2$ of it.

## Finite length

Within the same large-$N$ model, (16) gives the approach to the universal ratios. Expand

$$
\theta=aw+\frac{w^3}{3}+\frac{w^5}{5}+\cdots
$$

and insert $w=\theta/a+b\theta^3+c\theta^5$. The cubic order gives $ab+1/(3a^3)=0$, hence $b=-1/(3a^4)$. The fifth order gives $ac+b/a^2+1/(5a^5)=0$, hence $c=1/(3a^7)-1/(5a^6)$. Integrating $\partial_\theta S=2w$,

$$
S=\frac fa-\frac{f^2}{6a^4}+\frac{f^3}{3}\left(\frac1{3a^7}-\frac1{5a^6}\right)+\cdots. \tag{31}
$$

With (26), $f^2=y^2+y^3/3+\cdots$ and $f^3=y^3+\cdots$. Collecting powers and dividing by $C_1\propto1/a$,

$$
\frac{C_2}{C_1}=\frac13\left(1-\frac1{a^3}\right),\qquad
\frac{C_3}{C_1}=\frac1{15}-\frac1{3a^3}-\frac2{5a^5}+\frac2{3a^6}. \tag{32}
$$

Both vanish at $a=1$, where every electron is transmitted and there is no noise. For $s\ll1$, expansion about $a=1$ gives $C_2/C_1\simeq s$ and $C_3/C_1\simeq-s$. The third cumulant of a short wire is negative because its channels have $T$ near 1, where $\kappa_3\simeq-(1-T)$. It has become positive by $s=1$.

These formulas were tested on 32 simulated wires with 40 channels, built from random unitary slices of reflection probability 0.02, with no eigenvalue density put in. The slices obey the isotropy assumption (9) and have no time-reversal symmetry, so the test bears on the large-$N$ steps, not on (9). At $s=1$ the simulated $C_2/C_1$ and $C_3/C_1$ are 0.294 and 0.024, against 0.292 and 0.023 from (32). At $s=4$ they are 0.334 and 0.062, against 0.331 and 0.064. The number of channels with $T>0.5$, divided by the sum of all $T$, is 0.894 at $s=4$; the long-wire density gives 0.881. Finite sampling, the finite number of channels, finite slice reflection and, for the density, finite length can all contribute to these differences, which were not separated. The finite-length terms of (32) depend on isotropic scattering. In a two-dimensional tight-binding strip 60 sites wide with on-site disorder, the long-wire ratios are approached at $s\simeq4$, but near $s=0.5$ the ratio $C_2/C_1$ is about 0.21 against 0.225, and near $s=0.9$ the ratio $C_3/C_1$ is about 0.005 against 0.016.

## A wire with round parameters

Take $N=840$, $s=20$, $V=0.1$ mV and a counting time of 1 ns. By (18), the conductance is $840/21=40$ in units of $2e^2/h$, or 3.10 mS, and the current is 310 nA. The packet spacing $h/(eV)$ is 0.0414 ns, so $M=1/0.0414\simeq24.2$ and

$$
\bar n=2\times24.18\times40\simeq1934 .
$$

The long-wire ratios then give

$$
C_2=\frac{1934}{3}\simeq645,\qquad \sqrt{C_2}\simeq25.4,\qquad C_3=\frac{1934}{15}\simeq129 .
$$

The skewness $C_3/C_2^{3/2}$ is 0.0079. It falls as $\bar n^{-1/2}$, although $C_3/C_1$ does not depend on $\bar n$. A Gaussian therefore describes the bulk of the counts well, while the third cumulant needs many repetitions. For nearly Gaussian counts with known mean, the cubed deviation has variance $15C_2^3$. The standard error of its average over $K$ independent intervals equals $C_3$ when

$$
K=\frac{15C_2^3}{C_3^2}=125\,\bar n\simeq2.4\times10^5 . \tag{33}
$$

Finite length lowers $C_2/C_1$ by about 0.01% and $C_3/C_1$ by about 0.05%, relative to their long-wire values. Those shifts are not the accuracy of the prediction for a real wire: corrections to large $N$ and to long counting time are not included, and here $N/a$ is 40 and $M$ only 24. The end effects are the larger ones. For one-channel tight-binding chains connected suddenly at the start of the interval, with transmissions weighted by (21), the ratios at $M=24$ are about 0.354 and 0.077, which is 6% and 15% above the long-time values; the exact size depends on how the counting is switched on and off.

The temperature must lie very far below $eV/k_B=1.16$ K. Thermal fluctuations of the two reservoirs add $2k_BT$ to the noise integral over energy, weighted by the transmission, while the width that multiplies the partition noise shrinks from $eV$ to $eV-2k_BT$. For $k_BT\ll eV$ this gives $C_2/C_1=\tfrac13[1+4k_BT/(eV)]$, an increase of 3.4% at 10 mK and already 34% at 0.1 K. The third cumulant is more sensitive. The two smeared edges add $6k_BT\langle T^2-T^3\rangle$, so by (28) $C_3/C_1=\tfrac1{15}[1+12k_BT/(eV)]$, an increase of 10% at 10 mK and a doubling at 0.1 K. At $V=0$ thermal noise persists although $\bar n=0$, and the ratios lose their meaning. The result also fails when $s$ approaches $N$ and localization sets in, when electrons scatter inelastically inside the wire, and when interactions correlate the attempts. It also assumes a fixed voltage: an external circuit whose impedance is not small compared with $1/G\simeq320\ \Omega$ feeds the current noise back into the voltage and changes the measured third cumulant. In those cases the conductance alone no longer fixes the counting statistics through (1). The numerical output gives the remaining digits.

## Numbers as computed

```
Average of ln(1+zT) at chi=1, quadrature: -0.16706961+0.98880844j
arcsinh^2 sqrt(z) at chi=1: -0.16706961+0.98880844j
Density moment of T^1 (relative to T): 1.00000000
Density moment of T^2 (relative to T): 0.66666667
Density moment of T^3 (relative to T): 0.53333333
Ratio C2/C1, long wire: 0.33333333
Ratio C3/C1, long wire: 0.06666667
Ratio C4/C1, long wire: -0.00952381
Part of C3/C1 from T < 1/2: 0.113807
Part of C3/C1 from T > 1/2: -0.047140
Simulation: 32 wires, 40 channels, slice reflection 0.02
s=1: mean T simulated 0.5003, theory 0.5000
s=1: C2/C1 simulated 0.2941, theory 0.2917
s=1: C3/C1 simulated 0.0240, theory 0.0229
s=4: mean T simulated 0.1993, theory 0.2000
s=4: C2/C1 simulated 0.3340, theory 0.3307
s=4: C3/C1 simulated 0.0621, theory 0.0639
s=1, z=5: S simulated 1.1344, theory 1.1316
s=4: channels with T>0.5 / sum of T: simulated 0.894, density 0.881
s=4: channels with T>0.1 / sum of T: simulated 1.819, density 1.818
Example channels per spin N: 840
Example length ratio s: 20
Example voltage: 0.100 mV
Example counting time: 1.000 ns
Packet spacing h/(eV): 0.04136 ns
Temperature scale eV/k_B: 1.1605 K
Conductance / (2e^2/h): 40.000
Conductance: 3.09924 mS
Current: 309.924 nA
Attempts per spin channel: 24.180
Mean transferred number C1: 1934.39 electrons
Variance C2, long-wire ratio: 644.80 electrons^2
Width sqrt(C2): 25.393 electrons
Third cumulant C3, long-wire ratio: 128.96 electrons^3
Skewness C3/C2^(3/2): 0.007876
Finite-length C2/C1 at s=20: 0.33329734
Finite-length C3/C1 at s=20: 0.06663058
```
